# Apparent permittivity of a conductive bilayer can exceed both constituents: verification in Python

```python
"""
Apparent permittivity of a conductive bilayer (two flat layers in series).

Result under test: with J/E = sigma' + i*omega*eps0*eps', time factor exp(+i omega t),
  eps'(omega) = eps_inf + (eps_s - eps_inf)/(1 + (omega tau)^2)
and eps_s can exceed the permittivities of both layers.
Symbols: f1, f2 thickness fractions (f1 + f2 = 1); e1 <= e2 relative permittivities;
s1, s2 conductivities in S/m; g1, g2 layer field divided by mean field;
eps_inf, eps_s high- and low-frequency limits; tau relaxation time in s.
In the example layer 1 is mineral oil and layer 2 is pressboard.
"""
import numpy as np
import sympy as sp
from scipy.constants import epsilon_0 as EPS0, k as KB, e as QE
from scipy.integrate import solve_ivp
from scipy.optimize import brentq


def series_admittivity(f1, e1, e2, s1, s2, omega):
    """Complex sigma' + i omega eps0 eps' from continuity of total current."""
    y1 = s1 + 1j * omega * EPS0 * e1
    y2 = s2 + 1j * omega * EPS0 * e2
    return 1 / (f1 / y1 + (1 - f1) / y2)


def apparent(f1, e1, e2, s1, s2, omega):
    return series_admittivity(f1, e1, e2, s1, s2, omega).imag / (omega * EPS0)


def derived(f1, e1, e2, s1, s2):
    """Closed forms: eps_inf, eps_s, tau, g1, g2."""
    f2 = 1 - f1
    b = f1 * s2 + f2 * s1
    g1, g2 = s2 / b, s1 / b
    e_inf = 1 / (f1 / e1 + f2 / e2)
    e_s = f1 * e1 * g1**2 + f2 * e2 * g2**2
    tau = EPS0 * (f1 * e2 + f2 * e1) / b
    return e_inf, e_s, tau, g1, g2


def exceeds_both(f1, e1, e2, x):
    """Derived condition for eps_s > e2 >= e1, with x = s2/s1."""
    f2 = 1 - f1
    low = 1 / (1 + np.sqrt((e2 - e1) / (f2 * e2)))
    if x < low:
        return True
    if e1 > f1 * e2:
        high = (f2 * e2 + np.sqrt(f2 * e2 * (e2 - e1))) / (e1 - f1 * e2)
        return bool(x > high)
    return False


# ---------- symbolic check of the exact decomposition ----------
F, A1, A2, S1, S2, W, E0 = sp.symbols("F A1 A2 S1 S2 W E0", positive=True)
G = 1 - F
full = 1 / (F / (S1 + sp.I * W * E0 * A1) + G / (S2 + sp.I * W * E0 * A2))
B = F * S2 + G * S1
A = F * A2 + G * A1
step = F * G * (A1 * S2 - A2 * S1)**2 / (B**2 * A)
split = S1 * S2 / B + sp.I * W * E0 * (A1 * A2 / A + step / (1 + sp.I * W * E0 * A / B))
assert sp.simplify(sp.together(full - split)) == 0


# ---------- time-domain model: only Gauss's law and charge conservation ----------
def make_fields(f1, e1, e2):
    inverse = np.linalg.inv(np.array([[f1, 1 - f1], [-e1, e2]]))
    return lambda mean_field, charge: inverse @ np.array([mean_field, charge])


def simulate_ac(f1, e1, e2, s1, s2, freq):
    """Drive with unit field cos(omega t); charge is in units of eps0*field."""
    omega = 2 * np.pi * freq
    fields = make_fields(f1, e1, e2)

    def rate(t, q):
        a, b = fields(np.cos(omega * t), q[0])
        return [(s1 * a - s2 * b) / EPS0]

    slowest = EPS0 * max(e1 / s1, e2 / s2)
    start = np.ceil(25 * slowest * freq) / freq
    n = 400
    times = start + np.arange(n) / (n * freq)
    sol = solve_ivp(rate, (0, start + 1 / freq), [0.0], method="DOP853",
                    t_eval=times, rtol=1e-10, atol=1e-11)
    q = sol.y[0]
    ea, eb = fields(np.cos(omega * times), q)
    dq = (s1 * ea - s2 * eb) / EPS0
    dea, _ = fields(-omega * np.sin(omega * times), dq)
    current = s1 * ea / EPS0 + e1 * dea
    wave = 2 / n * np.exp(-1j * omega * times)
    return (current @ wave).imag / omega, ea @ wave, eb @ wave, q @ wave


# ---------- example parameters (rough typical values at 20 C) ----------
d_oil, d_pb = 7e-3, 3e-3
d = d_oil + d_pb
f1, f2 = d_oil / d, d_pb / d
e1, e2 = 2.2, 4.5
s1, s2 = 1e-12, 1e-14
par = (f1, e1, e2, s1, s2)
e_inf, e_s, tau, g1, g2 = derived(*par)

for freq in (1e-4, 1e-3, 1e-2):
    measured, p1, p2, _ = simulate_ac(*par, freq)
    debye = e_inf + (e_s - e_inf) / (1 + (2 * np.pi * freq * tau)**2)
    power = f1 * e1 * abs(p1)**2 + f2 * e2 * abs(p2)**2
    assert abs(measured / debye - 1) < 1e-5
    assert abs(measured / power - 1) < 1e-5
    assert f1 * abs(p1)**2 + f2 * abs(p2)**2 > 1

# control: equal e/s in both layers, so no interface charge and no excess
matched = (f1, e1, e2, s1, s1 * e2 / e1)
for freq in (1e-3, 1e-2):
    measured, _, _, q_amp = simulate_ac(*matched, freq)
    assert abs(q_amp) < 1e-7 and abs(measured / e_inf - 1) < 1e-6

# ---------- charge returned on shorting after a long steady bias ----------
fields = make_fields(f1, e1, e2)


def step_rate(mean_field):
    def rate(t, y):
        a, b = fields(mean_field, y[0])
        return [(s1 * a - s2 * b) / EPS0, s1 * a / EPS0]
    return rate


t_long = 4000.0
opts = dict(method="DOP853", rtol=1e-10, atol=1e-11)
charged = solve_ivp(step_rate(1.0), (0, t_long), [0.0, 0.0], **opts).y[0, -1]
before = fields(1.0, charged)
shorted = solve_ivp(step_rate(0.0), (0, t_long), [charged, 0.0], **opts).y[:, -1]
after = fields(0.0, shorted[0])
returned = -(e1 * (after[0] - before[0]) + shorted[1])
assert abs(returned / e_s - 1) < 1e-6

# ---------- random bilayers: bounds, monotonic fall, exact condition ----------
rng = np.random.default_rng(7)
count_yes = count_no = count_high = 0
for _ in range(3000):
    fr = rng.uniform(0.05, 0.95)
    ea, eb = np.sort(rng.uniform(1.5, 12, 2))
    x = 10**rng.uniform(-3, 3)
    sa, sb = 1e-12, 1e-12 * x
    slow = 1e-4 * min(sa / ea, sb / eb) / EPS0
    low_value = apparent(fr, ea, eb, sa, sb, slow)
    omegas = slow * np.logspace(0, 9, 40)
    curve = apparent(fr, ea, eb, sa, sb, omegas)
    lossless = 1 / (fr / ea + (1 - fr) / eb)
    assert ea <= lossless <= eb
    assert np.all(curve >= lossless * (1 - 1e-6))
    assert np.all(np.diff(curve) <= 1e-6 * low_value)
    assert abs(curve[-1] / lossless - 1) < 1e-3
    if abs(low_value / eb - 1) > 1e-5:
        truth = bool(low_value > eb)
        assert truth == exceeds_both(fr, ea, eb, x)
        count_yes += truth
        count_no += not truth
        count_high += truth and x > 1
assert min(count_yes, count_no, count_high) > 100

# equal permittivities: a small conductivity contrast is already enough
equal_case = apparent(0.5, 3.0, 3.0, 1e-12, 1.2e-12, 1e-5)
assert equal_case > 3.0 * 1.001
# strongly resistive layer 2: limit e2/f2
limit_case = apparent(f1, e1, e2, 1e-8, 1e-14, 1e-7)
assert abs(limit_case / (e2 / f2) - 1) < 1e-4

# ---------- crossing frequency and threshold for the example ----------
f_relax = 1 / (2 * np.pi * tau)
f_cross = f_relax * np.sqrt((e_s - e2) / (e2 - e_inf))
root = brentq(lambda f: apparent(*par, 2 * np.pi * f) - e2, 1e-5, 1.0, xtol=1e-14)
assert abs(root / f_cross - 1) < 1e-6
x_low = 1 / (1 + np.sqrt((e2 - e1) / (f2 * e2)))
x_root = brentq(lambda x: apparent(f1, e1, e2, s1, s1 * x, 1e-7) - e2, 0.05, 1.0)
assert abs(x_root / x_low - 1) < 1e-5
swapped = apparent(f1, e1, e2, s2, s1, 1e-7)
assert e1 < swapped < e2 < e_s

# ---------- size of neglected effects ----------
temp = 293.15
mobility = 1e-9                 # rough ion mobility in oil, m2/(V s)
breakdown = 1e7                 # rough breakdown field, V/m
vt = KB * temp / QE
debye_len = np.sqrt(EPS0 * e1 * mobility * vt / s1)
# wall potential of a diffuse layer, phi'' = phi in Debye lengths, unit wall slope
m, h = 1000, 0.02
mat = np.diag(np.full(m, -2 - h * h)) + np.diag(np.ones(m - 1), 1) + np.diag(np.ones(m - 1), -1)
mat[0, 1] = 2
rhs = np.zeros(m)
rhs[0] = -2 * h
assert abs(np.linalg.solve(mat, rhs)[0] - 1) < 1e-3
layer_ratio = (debye_len / e1) / (d_pb / e2)
ion_density = s1 / (2 * QE * mobility)
supply = QE * ion_density * d_oil
sigma_int = EPS0 * (e2 * g2 - e1 * g1) / d         # per volt applied, C/m2
drop = sigma_int * debye_len / (EPS0 * e1)         # per volt applied
w_low = 2 * np.pi * 1e-4
y_low = series_admittivity(*par, w_low)
oil_field = abs(y_low / (s1 + 1j * w_low * EPS0 * e1)) / d
swing = mobility * oil_field / w_low
e_s_disp = derived(f1, e1, 5.5, s1, s2)[1]
ea_oil, ea_pb, temp_hot = 0.4, 0.9, 333.15         # rough activation energies, eV
arr = (1 / temp - 1 / temp_hot) * QE / KB
s1_hot, s2_hot = s1 * np.exp(ea_oil * arr), s2 * np.exp(ea_pb * arr)
_, e_s_hot, tau_hot, _, _ = derived(f1, e1, e2, s1_hot, s2_hot)

# ---------- report ----------
print(f"oil, pressboard thickness: {d_oil*1e3:.1f}, {d_pb*1e3:.1f} mm")
print(f"fractions f1 (oil), f2 (pressboard): {f1:.2f}, {f2:.2f}")
print(f"relative permittivities e1, e2: {e1}, {e2}")
print(f"conductivities s1, s2: {s1:.1e}, {s2:.1e} S/m")
print(f"high-frequency limit eps_inf: {e_inf:.3f}")
print(f"field factors g1, g2 at low frequency: {g1:.4f}, {g2:.4f}")
print(f"weights f1*g1^2, f2*g2^2: {f1*g1**2:.6f}, {f2*g2**2:.4f}")
print(f"low-frequency limit eps_s: {e_s:.3f}")
print(f"eps_s / e2: {e_s/e2:.3f}")
print(f"limit e2/f2 for perfectly conducting oil: {e2/f2:.2f}")
print(f"relaxation time tau: {tau:.1f} s")
print(f"relaxation frequency: {f_relax*1e3:.3f} mHz")
print(f"eps' exceeds both below: {f_cross*1e3:.3f} mHz")
for freq in (50.0, 1e-1, 1e-2, 3e-3, 1e-3, 1e-4):
    y = series_admittivity(*par, 2 * np.pi * freq)
    print(f"f = {freq*1e3:g} mHz: eps' = {y.imag/(2*np.pi*freq*EPS0):.3f},"
          f" tan delta = {y.real/y.imag:.4f}")
print(f"threshold s2/s1 for exceeding both: {x_low:.4f}")
print(f"threshold s1/s2 for exceeding both: {1/x_low:.3f}")
print(f"actual s2/s1: {s2/s1:.4f}")
print(f"eps_s with the conductivities swapped: {swapped:.3f}")
print(f"ceiling e1/f1 if oil is the resistive layer: {e1/f1:.3f}")
print(f"equal permittivities 3, f1=0.5, s2/s1=1.2: eps_s = {equal_case:.4f}")
print(f"returned charge on shorting / (eps0*E), simulated: {returned:.3f}")
print(f"electrode charge / (eps0*E) at oil side: {e1*g1:.4f}")
print(f"electrode charge / (eps0*E) at pressboard side: {e2*g2:.3f}")
print(f"rough ion mobility in oil: {mobility:.1e} m2/(V s)")
print(f"Debye length in oil: {debye_len*1e6:.1f} um")
print(f"diffuse layer / pressboard, series elastance: {100*layer_ratio:.2f} %")
print(f"thermal voltage kT/q at 20 C: {vt*1e3:.1f} mV")
for volt in (1, 100):
    print(f"{volt} V: interface charge {sigma_int*volt*1e9:.3g} nC/m2,"
          f" share of ion supply {100*sigma_int*volt/supply:.3g} %")
    print(f"{volt} V: linear diffuse-layer drop {drop*volt*1e3:.3g} mV,"
          f" ion swing at 0.1 mHz {swing*volt*1e3:.3g} mm")
    print(f"{volt} V: pressboard field {g2*volt/d/1e3:.3g} V/mm,"
          f" share of breakdown {100*g2*volt/d/breakdown:.2g} %")
print(f"rough breakdown field used: {breakdown/1e6:.0f} kV/mm")
print(f"current density at 1 V, 0.1 mHz: {abs(y_low)/d*1e12:.2f} pA/m2")
print(f"eps_s if pressboard permittivity rises to 5.5: {e_s_disp:.2f}")
print(f"rough activation energies oil, pressboard: {ea_oil}, {ea_pb} eV")
print(f"60 C: s1, s2 = {s1_hot:.2e}, {s2_hot:.2e} S/m")
print(f"60 C: eps_s = {e_s_hot:.2f}, tau = {tau_hot:.2f} s")
print("checks complete")
```

Running it gives:

```
oil, pressboard thickness: 7.0, 3.0 mm
fractions f1 (oil), f2 (pressboard): 0.70, 0.30
relative permittivities e1, e2: 2.2, 4.5
conductivities s1, s2: 1.0e-12, 1.0e-14 S/m
high-frequency limit eps_inf: 2.598
field factors g1, g2 at low frequency: 0.0326, 3.2573
weights f1*g1^2, f2*g2^2: 0.000743, 3.1831
low-frequency limit eps_s: 14.325
eps_s / e2: 3.183
limit e2/f2 for perfectly conducting oil: 15.00
relaxation time tau: 109.9 s
relaxation frequency: 1.448 mHz
eps' exceeds both below: 3.292 mHz
f = 50000 mHz: eps' = 2.598, tan delta = 0.0001
f = 100 mHz: eps' = 2.601, tan delta = 0.0675
f = 10 mHz: eps' = 2.839, tan delta = 0.6065
f = 3 mHz: eps' = 4.815, tan delta = 0.9941
f = 1 mHz: eps' = 10.540, tan delta = 0.5758
f = 0.1 mHz: eps' = 14.270, tan delta = 0.4668
threshold s2/s1 for exceeding both: 0.4338
threshold s1/s2 for exceeding both: 2.305
actual s2/s1: 0.0100
eps_s with the conductivities swapped: 3.116
ceiling e1/f1 if oil is the resistive layer: 3.143
equal permittivities 3, f1=0.5, s2/s1=1.2: eps_s = 3.0248
returned charge on shorting / (eps0*E), simulated: 14.325
electrode charge / (eps0*E) at oil side: 0.0717
electrode charge / (eps0*E) at pressboard side: 14.658
rough ion mobility in oil: 1.0e-09 m2/(V s)
Debye length in oil: 22.2 um
diffuse layer / pressboard, series elastance: 1.51 %
thermal voltage kT/q at 20 C: 25.3 mV
1 V: interface charge 12.9 nC/m2, share of ion supply 0.369 %
1 V: linear diffuse-layer drop 14.7 mV, ion swing at 0.1 mHz 0.0139 mm
1 V: pressboard field 0.326 V/mm, share of breakdown 0.0033 %
100 V: interface charge 1.29e+03 nC/m2, share of ion supply 36.9 %
100 V: linear diffuse-layer drop 1.47e+03 mV, ion swing at 0.1 mHz 1.39 mm
100 V: pressboard field 32.6 V/mm, share of breakdown 0.33 %
rough breakdown field used: 10 kV/mm
current density at 1 V, 0.1 mHz: 8.76 pA/m2
eps_s if pressboard permittivity rises to 5.5: 17.51
rough activation energies oil, pressboard: 0.4, 0.9 eV
60 C: s1, s2 = 6.69e-12, 7.21e-13 S/m
60 C: eps_s = 9.71, tau = 13.43 s
checks complete
```
